# Lindhard Singularities and RPA Spin Instabilities in One to Three Dimensions: a program that tests the result

```python
"""Static Lindhard function F_d(q) per spin in d = 1, 2, 3 and RPA instability.

Result under test: at T = 0, F_d = N_d g_d(x), x = q/(2 kF), with
  g_1 = ln|(1+x)/(1-x)|/(2x)
  g_2 = 1 for x <= 1, 1 - sqrt(1-1/x^2) for x > 1
  g_3 = 1/2 + (1-x^2) ln|(1+x)/(1-x)|/(4x)
N_d is the density of states per spin at the Fermi energy EF.
A contact repulsion U makes the paramagnet unstable when U max_q F_d = 1:
at q = 2kF in 1D (U_c -> 0 as T -> 0), at all q <= 2kF together in 2D
at T = 0, and at q = 0 in 3D.
Scaled units inside the functions: kF = 1, hbar^2/(2m) = 1, EF = 1;
t = kB T/EF, and the chemical potential is held at EF.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit
from mpmath import zeta

DOS = {1: 1 / (2 * np.pi), 2: 1 / (4 * np.pi), 3: 1 / (4 * np.pi**2)}
DENSITY = {1: 2 / np.pi, 2: 1 / (2 * np.pi), 3: 1 / (3 * np.pi**2)}


def g_formula(d, x):
    """Closed forms of F_d/N_d at zero temperature."""
    if d == 2:
        return 1.0 if x <= 1 else 1 - np.sqrt(1 - 1 / x**2)
    log_term = np.log(abs((1 + x) / (1 - x)))
    if d == 1:
        return log_term / (2 * x)
    return 0.5 + (1 - x**2) * log_term / (4 * x)


def g_quadrature(d, x):
    """Principal-value integral over the Fermi sea, divided by N_d."""
    q = 2 * x

    def line(p):
        value = quad(lambda k: 1.0, -p, p, weight='cauchy', wvar=-q / 2)[0]
        return value / (2 * np.pi * q)

    if d == 1:
        return line(1.0) / DOS[1]
    if d == 2:
        def integrand(a):
            return np.cos(a) / np.pi * line(np.cos(a))
    else:
        def integrand(a):
            return np.sin(a) * np.cos(a) / (2 * np.pi) * line(np.cos(a))
    edges = [0, np.arccos(x), np.pi / 2] if x < 1 else [0, np.pi / 2]
    total = sum(quad(integrand, a, b, epsabs=1e-11, epsrel=1e-10, limit=200)[0]
                for a, b in zip(edges[:-1], edges[1:]))
    return total / DOS[d]


def g_thermal(d, x, t):
    """Difference quotient of Fermi functions summed over k, over N_d."""
    h = min(0.04, np.pi * t / 10)
    reach = np.sqrt(1 + 36 * t)
    count = int((x + reach) / h) + 2
    k = (np.arange(-count, count) + 0.5) * h
    low, high = (k - x)**2, (k + x)**2
    if d == 1:
        diff = expit((1 - low) / t) - expit((1 - high) / t)
        return h * np.sum(diff / (4 * k * x)) / (2 * np.pi) / DOS[1]
    if d == 3:   # the two transverse directions are integrated exactly
        diff = t * (np.logaddexp(0, (1 - low) / t)
                    - np.logaddexp(0, (1 - high) / t))
        return h * np.sum(diff / (4 * k * x)) / (8 * np.pi**2) / DOS[3]
    side = int(reach / h) + 2
    ky2 = ((np.arange(side) + 0.5) * h)**2
    diff = (expit((1 - low[:, None] - ky2) / t)
            - expit((1 - high[:, None] - ky2) / t)).sum(axis=1)
    return 2 * h**2 * np.sum(diff / (4 * k * x)) / (4 * np.pi**2) / DOS[2]


def g_averaged(d, x, t):
    """Zero-temperature closed form averaged with weight -df/dE."""
    def integrand(e):
        kf = np.sqrt(e)
        weight = 1 / (4 * t * np.cosh((e - 1) / (2 * t))**2)
        return weight * kf**(d - 2) * g_formula(d, x / kf)
    edges = sorted([0.0, x**2, 1.0, 5.0]) if x != 1 else [0.0, 1.0, 5.0]
    return sum(quad(integrand, a, b, epsabs=1e-10, limit=300)[0]
               for a, b in zip(edges[:-1], edges[1:]))


def log_factor(t):
    return np.log(8 * np.exp(np.euler_gamma) / (np.pi * t))


def wave_update(amplitude, u, t):
    """New 1D spin-up density wave at q = 2kF in the field of spin down."""
    points, jmax = 80, 3
    dk = 2 / points
    k = -1 + (np.arange(points) + 0.5) * dk
    j = np.arange(-jmax, jmax + 1)
    size = len(j)
    ham = np.zeros((points, size, size))
    ham[:, range(size), range(size)] = (k[:, None] + 2 * j)**2
    for i in range(size - 1):
        ham[:, i, i + 1] = ham[:, i + 1, i] = -u * amplitude / 2
    energy, vec = np.linalg.eigh(ham)
    occupation = expit((1 - energy) / t)
    pair = (vec[:, :-1, :] * vec[:, 1:, :]).sum(axis=1)
    return 2 * np.sum(pair * occupation) * dk / (2 * np.pi)


# Closed forms against principal-value quadrature
worst_zero = 0.0
for d in (1, 2, 3):
    for x in (0.3, 0.8, 1.2, 2.5):
        worst_zero = max(worst_zero, abs(g_quadrature(d, x) - g_formula(d, x)))
assert worst_zero < 1e-7

# Singular laws at 2kF against the same quadrature
for s in (1e-3, 1e-4):
    big_log = np.log(2 / s)
    for sign in (1, -1):
        x = 1 + sign * s
        assert abs(g_quadrature(1, x) - big_log / 2) < s * big_log
        law3 = 0.5 - sign * s / 2 * big_log
        assert abs(g_quadrature(3, x) - law3) < s**2 * big_log + 1e-8
    assert abs(g_quadrature(2, 1 - s) - 1) < 1e-7
    drop = 1 - g_quadrature(2, 1 + s)
    assert abs(drop / np.sqrt(2 * s) - 1) < 2 * s

# Power series and reflection rule that prove the 3D decrease
n = np.arange(1, 400)
series = 1 - np.sum(0.8**(2 * n) / (4 * n**2 - 1))
assert abs(series - g_quadrature(3, 0.8)) < 1e-7
assert abs(g_quadrature(3, 0.8) + g_quadrature(3, 1.25) - 1) < 1e-7

# Thermal average against the original difference quotient
worst_thermal = 0.0
for d in (1, 2, 3):
    for x in (0.5, 1.0, 1.5):
        error = abs(g_thermal(d, x, 0.1) - g_averaged(d, x, 0.1))
        worst_thermal = max(worst_thermal, error)
assert worst_thermal < 1e-6

# At finite temperature F falls with q in 2D and 3D
for d in (2, 3):
    scan = [g_thermal(d, x, 0.1) for x in np.linspace(0.05, 2, 30)]
    assert np.all(np.diff(scan) < 0)
assert abs(g_thermal(2, 1e-3, 0.1) - 1 / (1 + np.exp(-10))) < 1e-7

# Growth factor U F and onset of a self-consistent spin-density wave in 1D
t_wave = 0.1
u_onset = 1 / (DOS[1] * g_thermal(1, 1.0, t_wave))
growth = wave_update(1e-4, u_onset, t_wave) / 1e-4
assert abs(growth - 1) < 1e-5
final = {}
for ratio in (0.9, 1.1):
    amplitude = 1e-3
    for _ in range(300):
        amplitude = wave_update(amplitude, ratio * u_onset, t_wave)
    final[ratio] = amplitude / (DENSITY[1] / 2)
assert abs(final[0.9]) < 1e-8 and final[1.1] > 0.03

# Uniform polarization energy loses its curvature at U = 1/N in 2D and 3D
for d in (2, 3):
    def energy(z, u):
        power = 1 + 2 / d
        kinetic = d / (d + 2) / 2 * ((1 + z)**power + (1 - z)**power)
        return DENSITY[d] * kinetic + u * DENSITY[d]**2 * (1 - z * z) / 4
    z = 1e-3
    u = 1 / DOS[d]
    bend = (energy(z, u) - 2 * energy(0, u) + energy(-z, u)) / z**2
    assert abs(bend) < 1e-5 * DENSITY[d]

# Worked example in SI units
kF = 1.0e10
mass, hbar, kB, eV = const.m_e, const.hbar, const.k, const.e
EF = hbar**2 * kF**2 / (2 * mass)
dos_si = {d: DOS[d] * kF**d / EF for d in DOS}
density_si = {d: DENSITY[d] * kF**d for d in DOS}
direct = {1: mass / (np.pi * hbar**2 * kF), 2: mass / (2 * np.pi * hbar**2),
          3: mass * kF / (2 * np.pi**2 * hbar**2)}
for d in DOS:
    assert abs(dos_si[d] / direct[d] - 1) < 1e-12

print(f"kF = {kF:.3e} m^-1")
print(f"mass = {mass:.6e} kg")
print(f"EF = {EF:.5e} J = {EF / eV:.4f} eV")
print(f"EF/kB = {EF / kB:.1f} K")
for d in DOS:
    print(f"{d}D density n = {density_si[d]:.5e} m^-{d}")
    print(f"{d}D N per spin = {dos_si[d]:.5e} J^-1 m^-{d}")
print("F/N at T = 0 by quadrature (dimensionless): x, 1D, 2D, 3D")
for x in (0.25, 0.5, 0.9, 0.99, 1.01, 1.1, 1.5, 2.0):
    values = [g_quadrature(d, x) for d in (1, 2, 3)]
    print(f"  {x:.2f}  " + "  ".join(f"{v:.5f}" for v in values))
print(f"largest error of T=0 formulas = {worst_zero:.1e} (dimensionless)")
print(f"largest error of thermal average = {worst_thermal:.1e} (dimensionless)")

for d in (2, 3):
    u = 1 / dos_si[d]
    print(f"{d}D U_c = {u:.5e} J m^{d} = {u / eV * 1e9**d:.5f} eV nm^{d}")
    print(f"{d}D U_c n/EF = {u * density_si[d] / EF:.5f} (dimensionless)")

for temperature in (300.0, 30.0, 3.0):
    t = kB * temperature / EF
    g = g_thermal(1, 1.0, t)
    law = log_factor(t) / 2
    assert abs(g - law) < t**2 + 1e-8
    u = 1 / (g * dos_si[1])
    print(f"1D T = {temperature:.0f} K: t = {t:.4e}, F(2kF)/N = {g:.5f}, "
          f"log law {law:.5f}")
    print(f"  N U_c = {1 / g:.5f}, U_c = {u:.4e} J m = {u / eV * 1e9:.5f} eV nm")

t300 = kB * 300.0 / EF
grid = np.linspace(0.1, 2.0, 191)
coarse = grid[np.argmax([g_thermal(1, x, t300) for x in grid])]
assert abs(coarse - 1) < 0.011
peak = minimize_scalar(lambda x: -g_thermal(1, x, t300), bounds=(0.99, 1.01),
                       method='bounded', options={'xatol': 1e-8})
shift = peak.x - 1
assert -t300**2 * log_factor(t300) < shift < 0
print(f"1D 300 K peak: q/2kF - 1 = {shift:.3e}, F/N = {-peak.fun:.5f}")

coupling = 0.3
t_star = brentq(lambda t: coupling * g_thermal(1, 1.0, t) - 1, 1e-3, 3e-2)
t_law = 8 * np.exp(np.euler_gamma) / np.pi * np.exp(-2 / coupling)
assert abs(t_star / t_law - 1) < 1e-3
print(f"1D N U = {coupling}: mean-field T* = {t_star * EF / kB:.2f} K, "
      f"formula {t_law * EF / kB:.2f} K")

root_coefficient = float(np.sqrt(np.pi) / 2 * (1 - np.sqrt(2)) * zeta(0.5))
g_zero, g_edge = g_thermal(2, 1e-3, t300), g_thermal(2, 1.0, t300)
assert abs(1 - g_edge - root_coefficient * np.sqrt(t300)) < 1e-7
assert g_zero > g_edge
print(f"2D coefficient of sqrt(t) = {root_coefficient:.5f} (dimensionless)")
print(f"2D 300 K: F/N at q/2kF = 0.001: {g_zero:.5f}, at 1: {g_edge:.5f}")
print(f"1D wave test at t = {t_wave}: growth factor at U_c = {growth:.6f}")
print(f"  final M/(n/2) at 0.9 U_c = {final[0.9]:.1e}, "
      f"at 1.1 U_c = {final[1.1]:.4f}")
print("tests ok")
```

Output:

```
kF = 1.000e+10 m^-1
mass = 9.109384e-31 kg
EF = 6.10426e-19 J = 3.8100 eV
EF/kB = 44213.0 K
1D density n = 6.36620e+09 m^-1
1D N per spin = 2.60727e+27 J^-1 m^-1
2D density n = 1.59155e+19 m^-2
2D N per spin = 1.30364e+37 J^-1 m^-2
3D density n = 3.37737e+28 m^-3
3D N per spin = 4.14961e+46 J^-1 m^-3
F/N at T = 0 by quadrature (dimensionless): x, 1D, 2D, 3D
  0.25  1.02165  1.00000  0.97890
  0.50  1.09861  1.00000  0.91198
  0.90  1.63580  1.00000  0.65540
  0.99  2.67339  1.00000  0.52660
  1.01  2.62540  0.85963  0.47361
  1.10  1.38387  0.58340  0.35469
  1.50  0.53648  0.25464  0.16470
  2.00  0.27465  0.13397  0.08802
largest error of T=0 formulas = 1.2e-14 (dimensionless)
largest error of thermal average = 8.7e-12 (dimensionless)
2D U_c = 7.67084e-38 J m^2 = 0.47878 eV nm^2
2D U_c n/EF = 2.00000 (dimensionless)
3D U_c = 2.40987e-47 J m^3 = 0.15041 eV nm^3
3D U_c n/EF = 1.33333 (dimensionless)
1D T = 300 K: t = 6.7853e-03, F(2kF)/N = 3.25245, log law 3.25246
  N U_c = 0.30746, U_c = 1.1792e-28 J m = 0.73603 eV nm
1D T = 30 K: t = 6.7853e-04, F(2kF)/N = 4.40375, log law 4.40375
  N U_c = 0.22708, U_c = 8.7094e-29 J m = 0.54360 eV nm
1D T = 3 K: t = 6.7853e-05, F(2kF)/N = 5.55504, log law 5.55504
  N U_c = 0.18002, U_c = 6.9044e-29 J m = 0.43094 eV nm
1D 300 K peak: q/2kF - 1 = -1.487e-04, F/N = 3.25265
1D N U = 0.3: mean-field T* = 255.19 K, formula 255.20 K
2D coefficient of sqrt(t) = 0.53608 (dimensionless)
2D 300 K: F/N at q/2kF = 0.001: 1.00000, at 1: 0.95584
1D wave test at t = 0.1: growth factor at U_c = 1.000000
  final M/(n/2) at 0.9 U_c = 0.0e+00, at 1.1 U_c = 0.3493
tests ok
```
